# The Fowler-Nordheim exponent from WKB for a triangular oxide barrier

A silica film between two conductors blocks electrons because its conduction band lies well above their Fermi levels, by roughly 3 eV for silicon. Yet a film several nanometres thick passes a measurable current at a high enough voltage, even when no electron has the energy to go over the barrier. The field tilts the oxide band until, some way into the film, the band edge falls below the energy of the arriving electron. The electron then has to tunnel through a triangle whose width is set by the field and not by the thickness of the film. How strongly does the current depend on the field and on the barrier height?

Let the emitter occupy $x<0$ and the oxide $0<x<d$. Let $\phi$ be the height of the oxide band edge at $x=0$ above the energy $E$ of the electron; at first this is an electron at the emitter Fermi level $E_F$, moving along $x$. The field has uniform magnitude $F$ and pulls electrons towards positive $x$. With $e>0$ the elementary charge, the barrier seen by the electron is

$$V(x)-E=\phi-eFx .$$

This assumes a sharp interface, no charge in the oxide and no image force. The electron keeps its energy and phase coherence, and its motion in the oxide is described by one constant effective mass $m$. The barrier vanishes at the turning point

$$x_t=\frac{\phi}{eF}.$$

The barrier is a full triangle if this point lies inside the oxide, $x_t<d$, which is the same as $eFd>\phi$: the voltage across the oxide must exceed $\phi/e$.

Inside the barrier the Schrödinger equation reads

$$\psi''=\kappa^2(x)\,\psi,\qquad \kappa(x)=\frac{\sqrt{2m(\phi-eFx)}}{\hbar}.$$

For constant $\kappa$ the decaying solution is $e^{-\kappa x}$. For a slowly varying $\kappa$, write $\psi=e^{-\sigma(x)}$. Then $\psi'=-\sigma'\psi$ and $\psi''=(\sigma'^2-\sigma'')\psi$, so that

$$\sigma'^2-\sigma''=\kappa^2 .$$

If $\sigma''$ is small, the first approximation is $\sigma'=\kappa$. To improve it, put $\sigma'=\kappa+\delta$, keep terms linear in $\delta$, and replace $\sigma''$ by $\kappa'$. This gives $2\kappa\delta=\kappa'$, hence $\delta=\kappa'/(2\kappa)$. Integration yields $\sigma=\int\kappa\,dx+\tfrac12\ln\kappa$, and therefore

$$\psi\propto\frac{1}{\sqrt{\kappa}}\exp\left(-\int_0^x\kappa\,dx'\right).$$

This is the WKB solution. It requires $|\delta|\ll\kappa$. Since $\delta/\kappa=\kappa'/(2\kappa^2)=-\tfrac12\,d(1/\kappa)/dx$, the condition is that the decay length $1/\kappa$ changes little over a distance equal to itself:

$$\left|\frac{d}{dx}\frac1\kappa\right|\ll1 .$$

The transmission probability is a ratio of fluxes, which are quadratic in the amplitude. Its exponential part is therefore

$$T\approx\exp\left(-2\int_0^{x_t}\kappa\,dx\right).$$

To do the integral, take the remaining barrier height $u=\phi-eFx$ as variable. Then $dx=-du/(eF)$, and $u$ runs from $\phi$ down to $0$. Exchanging the limits absorbs the minus sign:

$$2\int_0^{x_t}\kappa\,dx=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\phi}\sqrt u\,du=\frac{2\sqrt{2m}}{\hbar eF}\cdot\frac23\phi^{3/2}.$$

The result is

$$T\approx e^{-B/F},\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar e}.$$

The power of $\phi$ has two sources. The width $x_t$ is proportional to $\phi/F$, and the decay constant at the interface, $\kappa_0=\sqrt{2m\phi}/\hbar$, is proportional to $\phi^{1/2}$. The average of $\sqrt{1-x/x_t}$ over the triangle is $2/3$, so the exponent can also be written as

$$\frac BF=2\cdot\frac23\,\kappa_0x_t=\frac43\,\kappa_0x_t .$$

The WKB condition can now be expressed through the exponent itself. From $\kappa=\kappa_0(1-x/x_t)^{1/2}$,

$$\frac{d}{dx}\frac1\kappa=\frac{1}{2\kappa_0x_t}\left(1-\frac{x}{x_t}\right)^{-3/2},$$

and at the interface this equals $1/(2\kappa_0x_t)=2F/(3B)$. A large exponent thus makes WKB good over most of the barrier. Close to $x_t$ the derivative diverges and the approximation fails, a point that needs separate treatment.

Take round model parameters: $\phi=3$ eV, $m$ equal to half the free electron mass, $d=5$ nm and $F=1$ V/nm. The oxide voltage is 5 V, above the 3 V needed for a triangle, and the turning point lies at 3 nm. For a barrier of 1 eV and the free electron mass the formula gives $B=6.8309$ V/nm, so here

$$B=6.8309\times\sqrt{0.5}\times3^{3/2}\ \text{V/nm}=25.10\ \text{V/nm},$$

or 251 MV/cm. The exponent is 25.10 and $T\approx1.26\times10^{-11}$. The other form agrees: with $\kappa_0=6.275$ nm$^{-1}$, $\tfrac43\times6.275\times3=25.10$. The WKB parameter at the interface is $2/(3\times25.10)=0.027$.

Small changes of the parameters act on the exponent as

$$\delta\left(\frac BF\right)=\frac BF\left(\frac32\frac{\delta\phi}{\phi}-\frac{\delta F}{F}\right)$$

at fixed $m$. Raising the barrier by 0.1 eV adds $25.10\times1.5\times0.1/3=1.25$ to the exponent and lowers $T$ by a factor of about 3.5.

When $eFd<\phi$, the electron reaches the collector before the band edge has fallen to its energy. The barrier is then a trapezoid, and $u$ stops at $\phi-eFd$:

$$2\int_0^d\kappa\,dx=\frac{2\sqrt{2m}}{\hbar eF}\int_{\phi-eFd}^{\phi}\sqrt u\,du=\frac BF\left[1-\left(1-\frac{eFd}{\phi}\right)^{3/2}\right].$$

At $eFd=\phi$ the bracket is 1 and the triangle is recovered. In the opposite limit, $v=eFd/\phi\ll1$, the expansion $1-(1-v)^{3/2}\approx\tfrac32v(1-\tfrac14v)$ gives

$$2\int_0^d\kappa\,dx\approx\frac BF\cdot\frac{3eFd}{2\phi}\left(1-\frac{eFd}{4\phi}\right)=2\kappa_0d\left(1-\frac{eFd}{4\phi}\right).$$

The exponent now tends to a constant as $F\to0$, proportional to the thickness and to $\phi^{1/2}$. This is direct tunnelling, to which the law $\phi^{3/2}/F$ does not apply. For $d=2$ nm at the same field of 1 V/nm, the exponent is $25.10\,[1-(1/3)^{3/2}]=20.27$. Cutting off the tip of the triangle removes 4.83 from the exponent, a factor of about 125 in the exponential.

We return to the triangle and its turning point. In a linear potential the Schrödinger equation can be solved without WKB. Define

$$z=\frac{x_t-x}{\ell},\qquad \ell^3=\frac{\hbar^2}{2meF}.$$

Since $\kappa^2=2meF(x_t-x)/\hbar^2=(x_t-x)/\ell^3=z/\ell^2$, the equation becomes $d^2\psi/dz^2=z\psi$, whose solutions are the Airy functions $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$. Far beyond the turning point, with $\xi=\tfrac23|z|^{3/2}$, they behave as

$$\mathrm{Ai}\sim\frac{\sin(\xi+\pi/4)}{\sqrt\pi\,|z|^{1/4}},\qquad \mathrm{Bi}\sim\frac{\cos(\xi+\pi/4)}{\sqrt\pi\,|z|^{1/4}}.$$

The combination $\mathrm{Bi}+i\,\mathrm{Ai}$ is therefore proportional to $e^{i\xi}$. As $\xi$ grows with $x$, this is a wave moving away from the emitter. Choosing it alone, $\psi=C(\mathrm{Bi}+i\,\mathrm{Ai})$, neglects reflection at the collector. At a sharp collector interface such reflection would leave the exponent unchanged but make the prefactor oscillate with the field, and the oscillation need not be small. For the 5 nm film with a sharp collector of the same metal as the emitter used below, and fully coherent motion, $T$ swings between about 0.4 and 2 times its reflection-free value for fields from 0.7 to 1.3 V/nm. The close numerical agreements below belong to the reflection-free model.

The flux is $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$, with $\psi'=-\ell^{-1}d\psi/dz$. The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ gives $\mathrm{Im}(\psi^*d\psi/dz)=-|C|^2/\pi$, so the transmitted flux is $\hbar|C|^2/(\pi m\ell)$.

In the emitter let the wave be $e^{ikx}+re^{-ikx}$, with mass $m_s$ and incident flux $\hbar k/m_s$. At the interface $\psi$ and $\psi'/\text{mass}$ are continuous:

$$1+r=\psi(0),\qquad 1-r=\frac{m_s}{ikm}\psi'(0).$$

Adding the two equations eliminates $r$. For a thick barrier $z_0=x_t/\ell$ is large, and with $\zeta=\tfrac23z_0^{3/2}$

$$\mathrm{Bi}(z_0)\approx\frac{e^{\zeta}}{\sqrt\pi\,z_0^{1/4}},\qquad \mathrm{Bi}'(z_0)\approx\sqrt{z_0}\,\mathrm{Bi}(z_0),$$

while $\mathrm{Ai}(z_0)$ is exponentially small. Hence $\psi'(0)\approx-(\sqrt{z_0}/\ell)\psi(0)=-\kappa_0\psi(0)$, and the sum becomes

$$2=C\,\mathrm{Bi}(z_0)\,(1+i\rho),\qquad \rho=\frac{\kappa_0/m}{k/m_s}.$$

Dividing the transmitted by the incident flux, and using $\kappa_0=\sqrt{z_0}/\ell$,

$$T=\frac{m_s|C|^2}{\pi\ell mk}\approx\frac{m_s}{\pi\ell mk}\cdot\frac{4\pi\sqrt{z_0}\,e^{-2\zeta}}{1+\rho^2}=\frac{4\rho}{1+\rho^2}\,e^{-2\zeta}.$$

Finally,

$$2\zeta=\frac43\left(\frac{x_t}{\ell}\right)^{3/2}=\frac43\left(\frac{\phi}{eF}\right)^{3/2}\frac{\sqrt{2meF}}{\hbar}=\frac BF .$$

The failure of WKB at the turning point thus leaves the exponent unchanged. The matching adds a factor that depends on the two materials and the electron energy but, at this order, not on $F$. The factor is at most 2, reached at $\rho=1$.

Let the emitter be a free-electron conductor with Fermi energy 5 eV and $m_s$ equal to the free electron mass. Then $\rho^2=(3/0.5)/(5/1)=1.2$, so $\rho=1.095$ and the matching factor is 1.992. Evaluating the Airy functions numerically in the full matching conditions gives, next to the bare exponential:

| $F$ (V/nm) | $B/F$ | $e^{-B/F}$ | $T$ (Airy) |
|---|---|---|---|
| 0.8 | 31.37 | $2.37\times10^{-14}$ | $4.74\times10^{-14}$ |
| 1.0 | 25.10 | $1.26\times10^{-11}$ | $2.52\times10^{-11}$ |
| 1.2 | 20.92 | $8.25\times10^{-10}$ | $1.65\times10^{-9}$ |

At 1 V/nm the ratio of the last two columns is 1.9986, or 0.35% above 1.9917. The next terms of the asymptotic series explain this. They multiply $\mathrm{Bi}$ by $1+5/(72\zeta)$ and $\mathrm{Bi}'$ by $1-7/(72\zeta)$, which changes $T$ by the relative amount $(14\rho^2-10)/[72\zeta(1+\rho^2)]$. With $\zeta=12.55$ this is 0.34%.

The slope of $\ln T$ against $1/F$, taken between the Airy values at 0.8 and 1.2 V/nm, gives $B=25.10$ V/nm. Repeating this for barriers of 2 and 4 eV with the same emitter, again without reflection at the collector, gives slopes whose ratio corresponds to the power 1.500 of $\phi$. This comparison assumes a film thicker than the 5 nm of the example, because the turning point of the 4 eV barrier at 0.8 V/nm already lies at 5 nm.

A measured current sums over many electrons, and the sum could in principle alter the field dependence. From here on $\phi$ is measured from $E_F$. Consider an electron of total energy $E$ with wavevector $k_t$ parallel to the interface. A smooth interface conserves $k_t$, so in the oxide the energy $\hbar^2k_t^2/(2m)$ is tied up in parallel motion and is not available against the barrier. The effective height is $\phi+w$, with

$$w=(E_F-E)+\frac{\hbar^2k_t^2}{2m}.$$

Expanding $(\phi+w)^{3/2}$ to first order in $w$ changes the exponent to

$$\frac BF\left(1+\frac{3w}{2\phi}\right)=\frac BF+\frac{w}{d_0},\qquad d_0=\frac{2\phi F}{3B}=\frac{\hbar eF}{2\sqrt{2m\phi}}.$$

In the example $d_0=0.080$ eV. The current comes from a thin layer below the Fermi level with little parallel motion, and this is why the barrier height at the Fermi level governs the exponent.

At zero temperature, with the collector states at these energies empty, the current density is the charge times the density of states in $\mathbf k$, $2/(2\pi)^3$ including spin, times the velocity and $T$. At fixed $k_t$ the velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$, so $v_x\,dk_x=dE/\hbar$ and

$$J=\frac{e}{4\pi^3\hbar}\int dE\int d^2k_t\,T .$$

Put $a=E_F-E$ and $b=\hbar^2k_t^2/(2m)$. Then $d^2k_t=2\pi k_t\,dk_t=(2\pi m/\hbar^2)\,db$. The emitter limits $a$ to its Fermi energy and, because $\hbar^2k_t^2/(2m_s)$ cannot exceed the electron's energy above the band bottom, $b$ to $m_s/m$ times that energy. If the Fermi energy and $m_s/m$ times the Fermi energy are both much larger than $d_0$, both integrals may run to infinity. With the matching factor set to one,

$$J\approx\frac{em}{2\pi^2\hbar^3}\,e^{-B/F}\int_0^\infty e^{-a/d_0}da\int_0^\infty e^{-b/d_0}db=\frac{em\,d_0^2}{2\pi^2\hbar^3}\,e^{-B/F}.$$

Inserting $d_0^2=\hbar^2e^2F^2/(8m\phi)$ cancels the mass in the prefactor:

$$J\approx\frac{e^3F^2}{16\pi^2\hbar\phi}\,e^{-B/F}.$$

The two powers of $F$ come from the two widths $d_0$, one for the energy and one for the parallel motion. A stronger field makes the triangle narrower and so lets more of the Fermi sea take part.

The next term of the expansion of $(\phi+w)^{3/2}$ adds $(B/F)\,3w^2/(8\phi^2)=w^2/(4\phi d_0)$ to the exponent. Pairs $(a,b)$ with a given sum $w$ carry the weight $w\,dw$, so the average of $w^2$ is

$$\frac{\int_0^\infty w^3e^{-w/d_0}dw}{\int_0^\infty we^{-w/d_0}dw}=\frac{6d_0^4}{d_0^2}=6d_0^2 ,$$

and the current is multiplied by

$$1-\frac{6d_0^2}{4\phi d_0}=1-\frac{3d_0}{2\phi}=1-\frac FB .$$

At 1 V/nm the closed formula gives $6.47\times10^{-4}$ A/cm$^2$, and the correction factor is 0.960. Gauss-Legendre integration over $E$ and $k_t$ with the unexpanded exponent gives $6.23\times10^{-4}$ A/cm$^2$, a ratio of 0.963. With the Airy transmission for each electron, the same integration gives $1.24\times10^{-3}$ A/cm$^2$, about twice as much, as the matching factor leads one to expect. At 1.2 V/nm it gives 0.116 A/cm$^2$: a 20% rise in field has multiplied the current by about 94.

The form of $J$ suggests plotting $\ln(J/F^2)$ against $1/F$, the Fowler-Nordheim plot, whose slope should be close to $-B$. The integrated Airy currents at 0.8 and 1.2 V/nm, at zero temperature and without reflection at the collector, give a slope of $-25.06$ V/nm, against $-25.10$ V/nm from the formula. (With coherent reflection at a sharp collector of the same metal at 5 nm, the same two fields would give about $-23.7$ V/nm.) The small deficit follows from the factor $1-F/B$. Its logarithm is about $-F/B$, whose derivative with respect to $1/F$ is $+F^2/B$, or 0.04 V/nm at 1 V/nm.

If $\ln J$ is plotted without division by $F^2$, the slope acquires a further term $-2F$, because $d(2\ln F)/d(1/F)=-2F$. The same currents then give an apparent $B$ of 27.01 V/nm. Read as a barrier height through $\phi\propto B^{2/3}$ at known mass, this would be $3\times(27.01/25.10)^{2/3}=3.15$ eV in place of 3 eV. Even the correct slope fixes the product $\sqrt m\,\phi^{3/2}$ and not its two factors, so a barrier height taken from it depends on the mass assumed, as $\phi\propto m^{-1/3}$ for a given slope.

The two parts of the law, $1/F$ and $\phi^{3/2}$, do not stand on the same footing. Suppose the mass in the oxide gap depends on the distance $u$ below the band edge. For an electron without parallel motion the WKB exponent becomes

$$\frac{2\sqrt2}{\hbar eF}\int_0^\phi\sqrt{m(u)\,u}\,du ,$$

which is still proportional to $1/F$ but in general no longer to $\phi^{3/2}$. The $1/F$ form of the exponent rests on a uniform field and a barrier height independent of $F$. Trapped charge violates the first condition. The image force lowers and rounds the barrier by a field-dependent amount, but its main effect is to subtract a nearly constant term from the exponent. In the example this term is about 2.7 to 2.8 for a dielectric constant of 2.1 and 1.6 to 1.7 for 3.9, so $T$ rises by a factor of about 16 or 5 while the slope against $1/F$ falls by only about 1%. The second condition is violated by an emitter such as a silicon inversion layer, whose occupied levels shift with the field. Such an emitter also lacks the deep isotropic Fermi sea used for the prefactor.

Temperature enters through electrons above $E_F$. Their number falls as $e^{-\epsilon/k_BT_e}$ with energy $\epsilon$ above $E_F$, where $T_e$ is the electron temperature, while their transmission rises as $e^{\epsilon/d_0}$. The zero-temperature current is a good approximation when $k_BT_e\ll d_0$. As $d_0$ is proportional to $F$, this condition is lost first at low fields. The example does not meet it well at room temperature: at 300 K, $k_BT_e/d_0$ is 0.41, 0.32 and 0.27 at 0.8, 1.0 and 1.2 V/nm, the current rises by about 34%, 20% and 14%, and the Fowler-Nordheim slope changes from $-25.06$ to about $-24.7$ V/nm. At the other end, when $F$ is no longer small compared with $B$, the exponent is not large and the WKB estimate loses its basis. In silica this limit is never reached: the film breaks down at fields of roughly 10 to 15 MV/cm, far below $B=251$ MV/cm, and the fields of the example, 8 to 12 MV/cm, already lie at that edge.

All numerical values are calculated from the stated model.
